Van der Pauw's relation proved by two conformal mappings

I. THE SAMPLE MAPPED ONTO A HALF-PLANE

The sample is a flat conducting layer with coordinates x, y in its plane and depth t below its surface. Its outline is one closed curve that does not cross itself; corners are allowed and there are no holes. The local conductivity σ is isotropic and may depend on depth, as it does in an implanted and annealed layer, but not on x or y. No current leaves through the upper surface or into the substrate. For an implanted layer this requires an isolating junction or an insulating substrate. There is no magnetic field, and the current is steady and obeys Ohm's law.

Four contacts A, B, C, D lie on the edge in counterclockwise order. Each is small enough to be treated as a point and reaches through the layer, so that it imposes no variation of voltage with depth. Two transfer resistances are defined by

R1 = (V_D − V_C)/I, with current I entering at A and leaving at B,

R2 = (V_A − V_D)/I, with current I entering at B and leaving at C.

The voltmeter draws no current. The claim is that the sheet resistance R_s satisfies

exp(−πR1/R_s) + exp(−πR2/R_s) = 1. (1)

Neither the outline nor the positions of the contacts appear in this equation.

The first step is to reduce the layer to two dimensions. Let V depend on x and y alone. The current density is J = −σ(t)∇V, which has no component along t, so it respects the insulating upper and lower faces. Since σ does not vary laterally,

div J = −σ(t)(∂²V/∂x² + ∂²V/∂y²).

Charge conservation therefore holds at every depth if V is harmonic, meaning that it satisfies Laplace's equation in the plane. Integration of J over depth gives the sheet current K, a current per unit width:

K = −∇V/R_s, 1/R_s = ∫ σ(t) dt. (2)

If carriers of charge magnitude e have density n(t) and a constant mobility μ, then σ = enμ. With N = ∫ n dt, equation (2) becomes

R_s = 1/(eNμ). (3)

A measurement of R_s thus fixes the product Nμ, not the active sheet density N and the mobility separately.

Stream function

Because K has zero divergence, it can be written through a stream function ψ:

K = (−∂ψ/∂y, ∂ψ/∂x). (4)

To see what ψ measures, move by (dx, dy) along a curve. Then

dψ = (∂ψ/∂x)dx + (∂ψ/∂y)dy = K_y dx − K_x dy = K·(−dy, dx).

The vector (−dy, dx) points to the left of the direction of travel and has the length of the step. The increase of ψ is therefore the current crossing the curve from right to left. A closed curve inside the sample surrounds no contact and no hole, so the net current through it is zero and ψ returns to its starting value. Hence ψ is single-valued.

Go round the edge counterclockwise, with the sample on the left. An insulating piece of edge is crossed by no current, so ψ is constant there. At A the current I enters the sample, from right to left, and ψ rises by I. At B it falls by I. With the free constant in ψ chosen suitably,

ψ = I on the edge from A to B,
ψ = 0 on the edge from B through C and D back to A. (5)

The voltage contacts C and D carry no current and cause no step.

A point current contact is the limit of a small contact through which current flows in one direction at all its points; a point voltage contact only reads V at its edge point. Along such a contact ψ changes steadily between 0 and I, so all edge values of ψ lie in that interval. Equations (6) below show that ψ is harmonic. A harmonic function takes its extreme values on the boundary, hence 0 ≤ ψ ≤ I throughout the sample. This bound is kept in the limit. It excludes stronger singularities at a contact, such as an added current dipole, which would leave the edge values (5) unchanged away from the contact.

Equations (2) and (4) give, component by component,

∂V/∂x = −R_s K_x = R_s ∂ψ/∂y,
∂V/∂y = −R_s K_y = −R_s ∂ψ/∂x. (6)

These are the Cauchy–Riemann equations for real part V and imaginary part R_sψ. Therefore

W = V + iR_sψ (7)

is an analytic function of z = x + iy. They also show that ψ is harmonic.

Uniqueness

The edge values (5) and the bound on ψ determine ψ. Suppose two bounded harmonic functions have the same edge values except possibly at finitely many points p_k. Their difference u is bounded and has edge value zero elsewhere. Let L be the greatest distance between two points of the sample, and define

h = Σ_k ln(L/|z − p_k|).

This function is harmonic inside the sample and is not negative. For any ε > 0, consider u − εh. Near an ordinary edge point its limiting values are at most zero. Near p_k it tends to −∞, because u is bounded and h grows without limit. The maximum principle gives u ≤ εh everywhere inside. Letting ε tend to zero at a fixed interior point gives u ≤ 0. The same argument for −u gives u ≥ 0, so u = 0.

Once ψ is known, equations (6) give the gradient of V, and V is fixed up to a constant. That constant cancels from R1 and R2. The argument has used edge values of ψ instead of a normal derivative of V, so it also applies at corners, where no normal direction exists.

Transfer to the half-plane

The Riemann mapping theorem supplies an analytic, one-to-one map w = f(z) from the interior of the sample onto the upper half-plane Im w > 0. Carathéodory's theorem states that, for an edge of the kind assumed here, f extends continuously and one-to-one to the edge. The edge becomes the real axis together with the point at infinity. These two theorems are taken as known here, as is the maximum principle for harmonic functions.

Analytic maps preserve orientation. The counterclockwise direction on the edge becomes the direction of increasing real w, since in both cases the region lies on the left. One edge point between D and A can be sent to infinity. If its first image is a finite real number p, the further map w → −1/(w − p) does so. It keeps the upper half-plane in place because

Im[−1/(w − p)] = Im w/|w − p|² > 0.

The contact images are then finite real numbers in the order

a < b < c < d. (8)

A harmonic function of w becomes a harmonic function of z when w = f(z) is inserted, because it is locally the real part of an analytic function and a composition of analytic functions is analytic. Its edge values are carried along. It is therefore enough to find the bounded stream function in the half-plane with value I between a and b and zero elsewhere on the axis. It is

ψ = (I/π)[arg(w − b) − arg(w − a)], (9)

with both arguments between 0 and π. For real w < a they are both π and cancel. For a < w < b they are π and 0, which gives I. For w > b both vanish. Inside the half-plane the bracket is the angle under which the segment from a to b is seen, so ψ lies between 0 and I. Uniqueness in the sample identifies this function with the actual one.

The imaginary part of a complex logarithm is the argument. Thus the analytic function whose imaginary part is R_sψ is, up to a real constant,

W = (IR_s/π)[log(w − b) − log(w − a)],

and its real part is

V = (IR_s/π) ln(|w − b|/|w − a|). (10)

The voltage tends to +∞ at the source a and to −∞ at the sink b. The factor is 1/π, where a source inside an infinite sheet would have 1/(2π), because the current leaves an edge contact through a half circle.

For the first resistance, insert w = d and w = c in equation (10) and subtract:

R1 = (R_s/π){ln[(d − b)/(d − a)] − ln[(c − b)/(c − a)]}
   = (R_s/π) ln{(d − b)(c − a)/[(d − a)(c − b)]}.

Multiplication by −π/R_s and exponentiation invert the fraction:

exp(−πR1/R_s) = (d − a)(c − b)/[(c − a)(d − b)]. (11)

For the second resistance the source is b and the sink c. Equation (10) becomes V = (IR_s/π) ln(|w − c|/|w − b|), and

R2 = (R_s/π){ln[(c − a)/(b − a)] − ln[(d − c)/(d − b)]}
   = (R_s/π) ln{(c − a)(d − b)/[(b − a)(d − c)]},

exp(−πR2/R_s) = (b − a)(d − c)/[(c − a)(d − b)]. (12)

To add the two fractions, write p = b − a, q = c − b and r = d − c for the gaps, all positive. The sum of the numerators is

(p + q + r)q + pr = pq + q² + rq + pr = (p + q)(q + r).

The last product is (c − a)(d − b), the common denominator. The sum is therefore 1, which proves equation (1). Both fractions are positive, so each is less than 1, and R1 and R2 are both positive.

A disc in place of the half-plane

The fractions (11) and (12) are cross-ratios. Under a Möbius map m(w) = (αw + β)/(γw + δ), with αδ − βγ ≠ 0, a difference changes according to

m(w₁) − m(w₂) = (αδ − βγ)(w₁ − w₂)/[(γw₁ + δ)(γw₂ + δ)].

Each contact appears once in the numerator and once in the denominator of a cross-ratio, so all the extra factors cancel. Since a Möbius map takes the half-plane to the unit disc, the absolute differences may be replaced by chords between contact images on the unit circle. Two points at angles θ₁ and θ₂ have chord length 2|sin[(θ₁ − θ₂)/2]|.

As an example, take a model layer with N = 4.0×10¹⁴ cm⁻² and μ = 50 cm²/(V s). Equation (3) gives

R_s = 1/(eNμ) = 312.08 Ω/sq.

Let its outline be the image of the unit circle |u| = 1 under

z = (5 mm)(u + 0.2u² + 0.1iu³).

For two different points u₁ and u₂ of the disc, the difference of their images, divided by (5 mm)(u₁ − u₂), is

1 + 0.2(u₁ + u₂) + 0.1i(u₁² + u₁u₂ + u₂²).

Its modulus is at least 1 − 0.4 − 0.3 = 0.3, so no two points coincide and the map is one-to-one. The contacts A, B, C, D have disc angles 0°, 45°, 157.5° and 270°. The factors of 2 in the chords cancel, and

exp(−πR1/R_s) = sin 135° sin 56.25°/(sin 78.75° sin 112.5°) = 0.648847,
exp(−πR2/R_s) = sin 22.5° sin 56.25°/(sin 78.75° sin 112.5°) = 0.351153.

Taking logarithms gives R1 = 42.969 Ω and R2 = 103.959 Ω. A boundary-integral solution of Laplace's equation on the actual outline, made without the disc map, gives the same resistances to these digits. At I = 0.10 mA the measured voltages would be 4.297 mV and 10.396 mV.

II. THE CURRENT FLOW USED AS THE MAP

The symbols are those of the first half. The current I enters at A and leaves at B; V is its voltage and ψ its stream function. The function W = V + iR_sψ is analytic. On the edge ψ = I from A to B, and ψ = 0 from B through C and D to A. The resistances are R1 = (V_D − V_C)/I for this flow and R2 = (V_A − V_D)/I for current from B to C. A bounded harmonic function is fixed by its edge values, even if finitely many edge points are left out. These results did not depend on the Riemann mapping theorem, which is not used below.

The first flow itself can supply the coordinate in which the second flow is solved. Define

ζ = exp[πW/(IR_s)] = exp[πV/(IR_s)] exp(iπψ/I). (13)

The voltage sets the distance of ζ from the origin, and the stream function sets its angle. Inside the sample 0 < ψ < I: the bounds are known, and a harmonic function that reached either bound at an interior point would be constant, contrary to its edge values. Hence ζ lies in the upper half-plane.

Behaviour at the edge

This derivation needs some regularity of the edge. Assume that near each edge point there is an analytic, one-to-one local coordinate s that takes the nearby part of the sample to a half-disc in Im s > 0. It is continuous up to the edge, takes the edge to the diameter and has s = 0 at the chosen point. On a straight side, s is z shifted and rotated. At a corner of opening angle θ between straight sides, s = z₁^(π/θ), where z₁ is z shifted and rotated so that the corner is at zero and the sample occupies 0 < arg z₁ < θ. For a smooth edge given by an analytic function z(τ) of a real parameter τ with nonzero derivative, s is τ, shifted to vanish at the point and continued to complex values. Polygons and the outline of the worked example are thus included. The existence of the flow from A to B is taken as given.

Write s = ξ + iη. Counterclockwise travel along the edge is travel towards increasing ξ. Near an edge point between B and A, on the side containing C and D, ψ vanishes on the diameter. Schwarz reflection then extends ψ through the diameter as an odd harmonic function of η. So W is analytic on the edge as well, in the variable s. Since ψ is positive inside and zero on the diameter, ∂ψ/∂η cannot be negative there. The Cauchy–Riemann equations in s give

∂V/∂ξ = R_s ∂ψ/∂η ≥ 0. (14)

For a strict rise of V it is enough that this derivative does not vanish along a whole interval. On the diameter ∂ψ/∂ξ is already zero, so an interval with ∂V/∂ξ = 0 would make dW/ds zero along it and W constant. Therefore V rises strictly along the edge from B through C and D to A. Physically, the current near this insulating edge runs along it from A towards B, and the voltage falls in the direction of the current.

At A, the edge value of ψ is 0 for ξ < 0 and I for ξ > 0. The function I(1 − arg s/π) has the same two values. Its difference from ψ is bounded and vanishes on the diameter except possibly at s = 0. After reflection this difference is a bounded harmonic function in a disc without its centre. Such a singularity is removable, so the difference is regular at A. Consequently

V = −(IR_s/π) ln|s| + a bounded term near A. (15)

At B the edge values are I before the contact and 0 after it, and the matching function is (I/π) arg s. This gives V = +(IR_s/π) ln|s| plus a bounded term. Hence |ζ| tends to infinity at A, while ζ tends to zero at B.

Along the edge from A to B, ψ = I and equation (13) makes ζ negative. Along the rest of the edge, ψ = 0 and ζ = exp[πV/(IR_s)] is positive. It rises from 0 at B to infinity at A, and contacts C and D are passed in the order

0 < ζ_C < ζ_D. (16)

The ratio of the two positions is fixed by R1 and R_s:

ζ_C/ζ_D = exp[−π(V_D − V_C)/(IR_s)] = exp(−πR1/R_s). (17)

The second flow

Let V′ and ψ′ be the voltage and stream function when I enters at B and leaves at C. The rule for steps on the edge requires ψ′ = I from B to C and ψ′ = 0 elsewhere. Consider

ψ′ = (I/π)[arg(ζ − ζ_C) − arg ζ], (18)

with both arguments between 0 and π. It is harmonic in the sample, as I/π times the imaginary part of log[(ζ − ζ_C)/ζ], an analytic function of z. Since ζ_C is positive, the vector from ζ_C to a point in the upper half-plane has a larger angle than the vector from zero to that point. Thus 0 < ψ′ < I inside.

The edge values follow from the order of the contacts:

from A to B, ζ < 0: ψ′ = (I/π)(π − π) = 0;
from B to C, 0 < ζ < ζ_C: ψ′ = (I/π)(π − 0) = I;
from C through D to A, ζ > ζ_C: ψ′ = (I/π)(0 − 0) = 0.

These are the required values. By uniqueness, equation (18) is the second stream function. The rising voltage established by (14) matters here: without it, ζ could cross ζ_C at other edge points and produce extra steps of current. The proof does not need ζ to be one-to-one in the interior.

The voltage belonging to (18) is the real part of the same logarithm times IR_s/π:

V′ = (IR_s/π) ln|1 − ζ_C/ζ|, (19)

up to a constant, which is set to zero. At A, ζ is infinite in magnitude and V′_A = 0. At D, inequality (16) makes 1 − ζ_C/ζ_D positive, so

R2 = (V′_A − V′_D)/I = −(R_s/π) ln(1 − ζ_C/ζ_D).

Exponentiation and equation (17) give

exp(−πR2/R_s) = 1 − ζ_C/ζ_D = 1 − exp(−πR1/R_s),

which is equation (1). No identity between four positions is needed, because the source and sink of the first flow already occupy infinity and zero.

The limits have a simple meaning. If D approaches C, then ζ_D approaches ζ_C, R1 tends to zero and R2 grows without bound. If D approaches A, ζ_D grows without bound, R1 diverges and R2 tends to zero.

From two resistances to R_s

For given positive R1 and R2, each exponential in equation (1) increases strictly with R_s. Their sum runs from 0 as R_s tends to zero to 2 as R_s tends to infinity. It equals 1 at one value of R_s and no other.

To express this root through the mean resistance, put

m = π(R1 + R2)/(2R_s), r = R1/R2.

Then π(R1 − R2)/(2R_s) = m(r − 1)/(r + 1). Taking the common factor exp(−m) out of equation (1) leaves two exponentials with opposite arguments, whose sum is twice a hyperbolic cosine:

2 exp(−m) cosh[m(r − 1)/(r + 1)] = 1.

Define F by m = ln 2/F. The definition of m and the last equation become

R_s = (π/ln 2) F (R1 + R2)/2, (20)

cosh{[(r − 1)/(r + 1)] ln 2/F} = ½ exp(ln 2/F). (21)

A hyperbolic cosine is at least 1, so exp(ln 2/F) ≥ 2 and F ≤ 1. Equality holds when R1 = R2. Setting F = 1 for unequal resistances therefore overestimates R_s.

In the worked example r = 42.969/103.959 = 0.4133 and F = 0.93726. The estimate with F = 1 is

(π/ln 2)(42.969 + 103.959)/2 = 332.97 Ω/sq,

which is 6.69 % above the input value. Multiplication by F gives 312.08 Ω/sq, the sheet resistance from which the example began.

The effect of small measurement errors follows by differentiating equation (1). With E1 = exp(−πR1/R_s) and E2 = exp(−πR2/R_s),

E1(−dR1/R_s + R1 dR_s/R_s²) + E2(−dR2/R_s + R2 dR_s/R_s²) = 0,

dR_s/R_s = (E1 dR1 + E2 dR2)/(E1R1 + E2R2). (22)

Here E1R1 = 27.88 Ω and E2R2 = 36.51 Ω. To first order, an error of 1 % in R1 alone changes R_s by 27.88/(27.88 + 36.51) = 0.43 %. The same relative error in both resistances passes unchanged into R_s.

What the derivations assume

Both derivations require a uniform isotropic sheet, a region without holes, and point contacts on the edge in the stated order. Neither estimates the error due to contacts of finite size. They differ in what they demand of the outline and of mathematics. The first accepts any closed curve without self-crossings, but relies on the theorems of Riemann and Carathéodory. The second assumes local edge coordinates and the existence of one flow, and then constructs its own map. The first treats all four contacts alike; the second shows that the voltage and stream function of one flow can serve as coordinates for the other.

The half-plane form also shows what happens if A lies inside the sample while B, C and D remain on the edge. Let A have image α with Im α > 0. An image source at the complex conjugate α* keeps the real axis insulating, and each of the two sources has the full-plane factor 1/(2π):

V = (IR_s/π) ln|w − b| − (IR_s/2π)(ln|w − α| + ln|w − α*|).

On the real axis |w − α| = |w − α*|, and equation (10) returns with a replaced by α. For R2, A is a voltage probe and the old potential is evaluated at α. Thus (11) and (12) hold with absolute values, and the sum is

S = [|d − α|(c − b) + |b − α|(d − c)]/[|c − α|(d − b)]. (23)

The identity (d − α)(c − b) + (b − α)(d − c) = (c − α)(d − b) still holds for complex α. The triangle inequality then gives S ≥ 1. Equality would require d − α and b − α to have the same phase, which is impossible for different real b, d and nonreal α. So S > 1. If R1 and R2 are both positive, the root of equation (1) therefore lies below the true R_s. With A inside, however, either resistance can be zero or negative. Its exponential is then at least 1 for every positive R_s, and equation (1) has no root.

For a square with A at its centre and B, C, D at corners, map the square to a disc with the centre fixed. By the quarter-turn symmetry, the corners go to points a quarter-turn apart. The chords CB and DC are √2, DB is 2, and the distances from the centre are 1. Each term of S is √2/2, so S = √2. A resistor network with 120 cells per side gives 1.41415. Since (√2/2)² = 1/2, halving R_s in equation (1) restores the sum to 1: the apparent sheet resistance is half the true one.

The second derivation shows where a hole interrupts the proof. On the insulating edge of the hole, ψ has a constant value between 0 and I, so ζ lies on a slanted ray. Along that ray arg ζ is constant but arg(ζ − ζ_C) is not. The function (18) would then send current through the edge of the hole. In the network calculation for a square with corner contacts and a central square hole half as wide, the sum at the true R_s is about 0.27, and equation (1) would return 2.90 times the true value.

Lateral nonuniformity removes an earlier step, because V no longer obeys Laplace's equation throughout the layer. With a central patch of the same size as that hole and four times the surrounding sheet conductance, the sum evaluated with the outer R_s is 1.51. The apparent sheet resistance is 0.404 of the outer value. The derivation needs a laterally uniform sheet conductance, which for an implanted layer means a uniform product Nμ. How much a departure matters depends on its form. If the conductance of the square with corner contacts varies linearly along one side, reflection of the square reverses the gradient but, by reciprocity, leaves R1 and R2 unchanged, so the root differs from the sheet resistance at the centre only at second order in the gradient. No such symmetry protects against a central patch. A re-entrant corner, by contrast, violates no assumption: for a uniform L-shaped sample the network gives sums of 0.99985 and 0.99996 with 80 and 160 cells per side.

Computed values

```
WORKED EXAMPLE
active sheet density: 4.0e+14 cm^-2
mobility: 50.0 cm^2/(V s)
input sheet resistance: 312.0755 ohm/sq
outline scale: 5.0 mm
contact A: disc angle 0.0 deg, x 6.000 mm, y 0.500 mm
contact B: disc angle 45.0 deg, x 3.182 mm, y 4.182 mm
contact C: disc angle 157.5 deg, x -4.374 mm, y 1.015 mm
contact D: disc angle 270.0 deg, x -1.500 mm, y -5.000 mm
R1 from Laplace solver: 42.9690 ohm
R2 from Laplace solver: 103.9591 ohm
drive current: 0.10 mA
voltage V_D-V_C for R1: 4.2969 mV
voltage V_A-V_D for R2: 10.3959 mV
exp(-pi R1/Rs): 0.64884670; disc cross-ratio: 0.64884670
exp(-pi R2/Rs): 0.35115330; disc cross-ratio: 0.35115330
sum of the two exponentials: 1.00000000
R1/R2: 0.41333
correction factor F: 0.937261
estimate with F set to 1: 332.9654 ohm/sq
its relative error: 6.69 %
recovered sheet resistance: 312.0755 ohm/sq
OTHER SAMPLES (resistances in units of Rs)
half-plane current from contact a: 1.00000000 I
free smooth outline: R1 0.358122, R2 0.124934
free smooth outline, sum: 1.00000000
L shape, sum, 80 cells per side: 0.999845
L shape, sum, 160 cells per side: 0.999961
square, corner contacts, sum: 0.999913
VIOLATED ASSUMPTIONS (square, 120 cells per side)
A at centre, sum: 1.414152; sqrt(2): 1.414214
A at centre, apparent Rs/true Rs: 0.5001
central hole, half the side wide, sum: 0.2687
central hole, apparent Rs/true Rs: 2.8960
central patch, 4x conductance, sum: 1.5113
central patch, apparent Rs/Rs outside patch: 0.4042
```
